\section*{Desorption Barrier and Adsorption Energy in Activated Adsorption}

\section*{The climb out of the well}

\textbf{Q:} I am modelling silicon epitaxy at 900 K. Hydrogen blocks the Si(100) surface, and sites become free when it leaves as H$_2$. The adsorption energy is about 1.9 eV per molecule. Adsorption releases 1.9 eV, so desorption must cost 1.9 eV, and I have put that into the exponent of the desorption rate. Energy conservation leaves no other choice.

\textbf{A:} Energy conservation fixes the difference between the two end states. A rate depends on the highest point that must be crossed between them. Does an H$_2$ molecule arriving at this surface slide into the bound state without resistance?

\textbf{Q:} No. Its bond has to stretch before the two Si--H bonds form, and few molecules stick. I use an adsorption barrier of about 0.6 eV, but only for molecules coming in.

\textbf{A:} Then draw the energy along the path. Let zero be the clean, relaxed surface with a molecule at rest far away. The bound state lies at $-Q$, where the italic $Q>0$ is the adsorption energy, and the top of the barrier lies at $+E_a$. What is the climb from the bound state to the top?

\textbf{Q:} Top minus bottom:
\begin{equation}
E_d=E_a-(-Q)=Q+E_a=0.60+1.90=2.50\ \text{eV}.
\label{eq:barrier}
\end{equation}
But the molecule gets the 0.6 eV back when it runs down the outer side. The net cost is still 1.9 eV.

\textbf{A:} The net cost is, and that is why $Q$ is the adsorption energy. But the refund comes after the top, and a molecule that never reaches the top never receives it. Take a classical particle with the mass of H$_2$ on a smooth curve with these two heights. Started in the well with 2.20 eV above the bottom, it has more than the 1.90 eV needed to exist as gas, yet it stays trapped. Started with 2.56 eV it escapes, and far away it moves with $2.56-1.90=0.66$ eV of kinetic energy. That is the refund. In the other direction, a molecule arriving with 0.48 eV is reflected and one with 0.66 eV gets in.

\textbf{Q:} So the same hill is met from both sides. What curve did you use?

\textbf{A:} With $z$ the distance along the path and $y=e^{-\alpha z}$,
\begin{equation}
V=\kappa\left[by-\frac{(1+b)y^2}{2}+\frac{y^3}{3}\right],\qquad
\frac{dV}{dy}=\kappa(y-b)(y-1).
\end{equation}
The stationary points are the well at $y=1$ and the top at $y=b<1/3$. Inserting them gives $V(1)=-\kappa(1-3b)/6=-Q$ and $V(b)=\kappa b^2(3-b)/6=E_a$, which fix $b$ and $\kappa$. The curvature at the well, $\alpha^2\kappa(1-b)=m(2\pi\nu)^2$, fixes $\alpha$ once the vibration frequency is chosen. I take $\nu=5\times10^{13}\ \text{s}^{-1}$, which puts the top 0.169 nm from the well. The curve is a model of the path, not a computed silicon surface.

\section*{From the barrier to the rate}

\textbf{Q:} A trajectory has one energy. My surface has a temperature. Why should the thermal rate contain the full 2.50 eV?

\textbf{A:} Count how often bound molecules cross the top outwards. Assume that they are in thermal equilibrium within the well, move classically, and do not turn back after crossing. This is transition-state theory. The probability density of position and velocity is
\begin{equation}
p(z,v)=\frac{e^{-mv^2/2k_BT}\,e^{-V(z)/k_BT}}
{\sqrt{2\pi k_BT/m}\;I},\qquad
I=\int_{\text{well}}e^{-V/k_BT}\,dz ,
\end{equation}
where the square root is the integral over all velocities. The outward flux at the top, where $V=E_a$, is
\begin{align}
k_{\text{des}}&=\int_0^\infty v\,p(z_{\text{top}},v)\,dv
=\frac{k_BT}{m}\,\frac{e^{-E_a/k_BT}}{\sqrt{2\pi k_BT/m}\;I}\nonumber\\
&=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E_a/k_BT}}{I}.
\label{eq:flux}
\end{align}

\textbf{Q:} That exponent contains only $E_a$. Where is $Q$?

\textbf{A:} In $I$. Near the bottom, $V\simeq-Q+\tfrac12m\omega^2z^2$ with $\omega=2\pi\nu$, so the Gaussian integral gives
\begin{equation}
I\simeq e^{Q/k_BT}\sqrt{\frac{2\pi k_BT}{m\omega^2}} .
\label{eq:well}
\end{equation}
Insert this in Eq.~(\ref{eq:flux}). The square roots combine to $\omega/2\pi=\nu$, and
\begin{equation}
k_{\text{des}}=\nu\,e^{-(Q+E_a)/k_BT}.
\label{eq:kdes}
\end{equation}
At 900 K, $k_BT=0.0776$ eV, and the rate is $5\times10^{13}\,e^{-2.50/0.0776}\approx0.50\ \text{s}^{-1}$. The flux integral over the full curve gives $0.495\ \text{s}^{-1}$ against 0.501 from the formula. The 1\% difference is the departure of the well from a parabola, the one approximation between Eqs.~(\ref{eq:flux}) and (\ref{eq:kdes}).

\textbf{Q:} And with my exponent?

\textbf{A:} With $\nu$ unchanged, $\nu e^{-Q/k_BT}\approx1150\ \text{s}^{-1}$. The mean lifetime of the bound state would be 0.87 ms instead of 2.0 s. The ratio is $e^{E_a/k_BT}\approx2300$, so your model frees sites far too quickly. In terms of temperature, a lifetime $\tau$ requires
\begin{equation}
T=\frac{E_d}{k_B\ln(\nu\tau)} .
\end{equation}
For $\tau=1$ s this gives 920 K, whereas putting $Q$ in place of $E_d$ gives 699 K.

\section*{What equilibrium can and cannot show}

\textbf{Q:} There must be a link to the adsorption rate. If the barrier slows desorption, does it also shift the equilibrium coverage?

\textbf{A:} Work out the adsorption rate first. Let the gas have density $n=P/k_BT$. Molecules moving towards the surface pass the top if their normal velocity exceeds $v_0=\sqrt{2E_a/m}$. Their flux is
\begin{align}
J&=n\sqrt{\frac{m}{2\pi k_BT}}\int_{v_0}^{\infty}v\,e^{-mv^2/2k_BT}\,dv\nonumber\\
&=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}\,e^{-mv_0^2/2k_BT}
=\frac{P\,e^{-E_a/k_BT}}{\sqrt{2\pi mk_BT}} .
\end{align}
If every molecule that passes the top stays, the exponential is the sticking probability of this model, $4.4\times10^{-4}$ at 900 K. Let each site have area $\sigma$ and hold one molecule. Equal rates at coverage $\theta$ mean $\sigma J(1-\theta)=k_{\text{des}}\theta$. What pressure gives half coverage?

\textbf{Q:} At $\theta=1/2$ the coverage factors cancel, so $\sigma J=k_{\text{des}}$:
\begin{equation}
P_{1/2}=\frac{\nu\sqrt{2\pi mk_BT}}{\sigma}\;
\frac{e^{-(Q+E_a)/k_BT}}{e^{-E_a/k_BT}}
=\frac{\nu\sqrt{2\pi mk_BT}}{\sigma}\;e^{-Q/k_BT}.
\label{eq:phalf}
\end{equation}
The barrier has dropped out.

\textbf{A:} It slows both directions by the same factor. One dimer of Si(100) has $\sigma=0.295\ \text{nm}^2$, and Eq.~(\ref{eq:phalf}) gives $4.7\times10^{-4}$ Torr. The same pressure follows without any rate. Let the molecule move freely sideways within $\sigma$. Equilibrium statistics then give $\theta/(1-\theta)=n\sigma I$, hence $P_{1/2}=k_BT/(\sigma I)$, and the full curve gives $4.66\times10^{-4}$ Torr. If the barrier is removed while $Q$, $\nu$ and $T$ are held fixed, the result is $4.62\times10^{-4}$ Torr. The equilibrium pressure therefore says nothing about the height of the barrier.

\textbf{Q:} Then how would I measure $Q$?

\textbf{A:} From the temperature dependence of the pressure at fixed coverage, the isosteric heat. Equation~(\ref{eq:phalf}) has the form $\ln P=\text{const}+\tfrac12\ln T-Q/k_BT$, so
\begin{equation}
q_{\text{iso}}=k_BT^2\frac{d\ln P}{dT}
=k_BT^2\left(\frac{1}{2T}+\frac{Q}{k_BT^2}\right)=Q+\frac{k_BT}{2}.
\end{equation}
At 900 K this is 1.94 eV. The small excess over $Q$ belongs to this model's prefactors, and such terms of order $k_BT$ are one reason why a measured slope need not equal a potential height.

\section*{Reading a desorption experiment}

\textbf{Q:} Suppose I heat a covered surface steadily and record the desorption peak. I would have called the energy from that experiment the adsorption energy.

\textbf{A:} See what the peak contains. For first-order desorption without readsorption, and a heating rate $\beta=dT/dt$, the coverage obeys $d\theta/dT=-k_{\text{des}}\theta/\beta$. The signal $k_{\text{des}}\theta$ is largest when
\begin{equation}
0=\frac{d(k_{\text{des}}\theta)}{dT}
=\theta\left(\frac{dk_{\text{des}}}{dT}-\frac{k_{\text{des}}^2}{\beta}\right).
\end{equation}
Equation~(\ref{eq:kdes}) gives $dk_{\text{des}}/dT=k_{\text{des}}E_d/(k_BT^2)$. At the peak temperature $T_p$, therefore,
\begin{equation}
\frac{E_d}{k_BT_p^2}=\frac{\nu}{\beta}\,e^{-E_d/k_BT_p}
\;\Rightarrow\;
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k_B}{E_d}-\frac{E_d}{k_BT_p}.
\end{equation}
The second form follows by multiplying by $\beta k_B/E_d$ and taking logarithms. Simulated peaks for our curve lie at 835.7 K for 1 K/s and 891.6 K for 10 K/s. Subtract the two equations.

\textbf{Q:} The constant cancels, and
\begin{equation}
E_d=k_B\,\frac{\ln10-2\ln(891.6/835.7)}{1/835.7-1/891.6}
\approx2.50\ \text{eV}.
\end{equation}
So the experiment returns $Q+E_a$, not $Q$.

\textbf{A:} Yes. If you called this 2.50 eV the adsorption energy and used it to predict the half-coverage pressure, with the same $\nu$, you would find about $2\times10^{-7}$ Torr instead of $4.7\times10^{-4}$ Torr. The factor of 2300 returns in another place. Using $Q$ as the barrier makes desorption too fast; using $E_d$ as the adsorption energy makes the bound state too stable.

\textbf{Q:} Can I get $E_a$ by subtracting the two measured energies?

\textbf{A:} Up to terms of order $k_BT$. Here the slopes give $2.50-1.94=0.56$ eV. The adsorption rate at fixed pressure varies as $T^{-1/2}e^{-E_a/k_BT}$, so its own Arrhenius energy is $E_a-k_BT/2=0.60-0.04=0.56$ eV, in agreement. The subtraction requires both measurements to concern the same bound state and coverage, with gas and surface at one temperature in the equilibrium measurement.

\section*{When the two energies agree}

\textbf{Q:} Is there a case in which my original rule was right?

\textbf{A:} Set $E_a=0$ in Eq.~(\ref{eq:barrier}): for non-activated adsorption, $E_d=Q$. The rule also holds when the path has a hump that stays below the gas level. Suppose its top is at $-0.061$ eV. A bound molecule needs $1.90-0.061\approx1.84$ eV to cross it, but must still climb the last 0.061 eV to become gas. The highest point is then the gas level itself. If $E_a$ may be negative for such a hump,
\begin{equation}
E_d=Q+\max(E_a,0).
\end{equation}
This is the energy needed to leave, and it is the exponent of the rate when a molecule keeps its energy between the hump and the gas. If it loses energy there, some molecules fall back and the two crossings act in series, $1/k\simeq1/k_{\text{hump}}+1/k_{\text{gas}}$. The Arrhenius slope at 900 K is then 1.88 eV for equal prefactors, and it falls to 1.84 eV when the prefactor at the hump is a hundred times smaller. If several paths exist, the comparison has to be made path by path. If one path has a smaller $E_d$ than all the others, it dominates at low enough temperature.

\section*{Hydrogen on real silicon}

\textbf{Q:} How much of this can I carry over to my reactor?

\textbf{A:} The heights 1.9 and 0.6 eV are rough typical values for H$_2$ on Si(100), and their sum, 2.5 eV or 241 kJ/mol, is the main result to carry over. The prefactor is less certain. One thirty times larger would lower the temperature for a 1 s lifetime from 920 to 830 K. That shift of 90 K is smaller than the 221 K caused by omitting $E_a$, but it matters in a process. An error of 0.1 eV in the barrier changes the rate at 900 K by a factor of 3.6.

The absolute pressure carries over badly, because real H$_2$ rotates and the bound atoms have six vibrations instead of one vibration and free sideways motion. The pressure scales as the partition function of the gas divided by that of the bound state. With rough Si--H energies of 0.26 eV for two stretches and 0.08 eV for four bends, and energies counted between lowest levels, the correction raises $P_{1/2}$ by a factor of about 56, to roughly 0.03 Torr. Even that is an estimate: changing the bend energy by 0.01 eV moves the factor between about 40 and 72, and letting the H$_2$ bond stretch as it rotates raises 56 to about 58.

\textbf{Q:} Hydrogen is light. Does quantum motion rescue the lower barrier?

\textbf{A:} Not on our model curve. If the heights are read as potential heights, the quantized levels in the well raise the rate by a factor of 1.32, because the lowest level lies above the bottom. Tunnelling, estimated for a parabolic top, adds a factor of 1.013. Neither approaches 2300. The tunnelling factor depends on the width of the barrier, which our curve does not take from silicon, so it is only a guide to the real surface.

Two other limits concern the solid. On a rigid curve, a molecule that enters with 0.66 eV would bounce off the inner wall and leave again, so the lattice must remove energy before it can stick. The lattice may also keep part of the energy released beyond the top, so the 0.66 eV of the escaping particle is no prediction for real desorbing H$_2$. Equation~(\ref{eq:barrier}) still applies if $E_a$ is the height of the top with the lattice free to relax.

\textbf{Q:} And readsorption, which we left out of the heating experiment?

\textbf{A:} At a background of $10^{-8}$ Torr and 900 K, the model refills an empty site at $1.1\times10^{-5}\ \text{s}^{-1}$, against a desorption rate of $0.50\ \text{s}^{-1}$, so it can be neglected. In a reactor with hydrogen carrier gas it cannot be dropped without checking. There you need both rates: $Q+E_a$ in the desorption exponent and $E_a$ in the adsorption exponent. If gas and surface share one temperature, their ratio gives the equilibrium set by $Q$ and by the partition functions, so the two prefactors cannot be chosen separately. The model's pair gives $4.7\times10^{-4}$ Torr. To give the corrected 0.03 Torr with the same $\nu$, the sticking probability at 900 K must be about $8\times10^{-6}$ instead of $4.4\times10^{-4}$. In this model a colder gas at the same pressure sends fewer molecules over the barrier, and the steady coverage is then not the equilibrium one. The numerical output lists the values for this example.

\section*{Computed values}
\begin{verbatim}
Adsorption energy Q: 1.90 eV
Adsorption barrier E_a: 0.60 eV
Desorption barrier Q + E_a: 2.50 eV
Desorption barrier, main result: 241 kJ/mol
Well frequency nu: 5.0e+13 1/s
Temperature: 900 K; kT: 0.0776 eV
Si lattice constant: 5.43 angstrom
Area per dimer site: 0.295 nm^2
Barrier distance from well: 0.169 nm
Trapped trajectory, energy above well: 2.20 eV
Escaping trajectory, energy above well: 2.56 eV
Its kinetic energy far away: 0.660 eV
Reflected incoming energy: 0.48 eV
Entering incoming energy: 0.66 eV
Inner hump top relative to gas: -0.061 eV
Desorption rate, flux integral: 0.495 1/s
Desorption rate, harmonic formula: 0.501 1/s
Wrong rate with Q alone: 1.147e+03 1/s
Mean lifetime, harmonic formula: 2.00 s
Wrong mean lifetime: 0.872 ms
Error factor exp(E_a/kT): 2290
Arrhenius energy of desorption: 2.499 eV
Sticking probability in model: 4.37e-04
Half-coverage pressure, statistics: 4.66e-04 Torr
Half-coverage pressure, rates: 4.72e-04 Torr
Same, barrierless curve: 4.62e-04 Torr
Same, E_d misread as Q: 2.03e-07 Torr
Isosteric heat from pressures: 1.938 eV
Q + kT/2: 1.939 eV
Desorption peak at 1 K/s: 835.7 K
Desorption peak at 3 K/s: 861.5 K
Desorption peak at 10 K/s: 891.6 K
Energy from peak shifts: 2.499 eV
Temperature for 1 s lifetime, flux: 920 K
Temperature for 1 s lifetime, formula: 920 K
Wrong temperature with Q alone: 699 K
Temperature if prefactor is 30 times larger: 830 K
Rate factor for 0.1 eV barrier error: 3.63
Vibration quantum in well: 0.207 eV
Rate factor from quantized well: 1.32
Barrier-top quantum: 0.043 eV
Rate factor from tunnelling: 1.013
Background pressure: 1e-08 Torr
Readsorption rate per empty site: 1.1e-05 1/s
Rough Si-H stretch and bend: 0.26, 0.08 eV
Rough H2 bond length: 0.074 nm
H2 rotational partition function: 5.29
Pressure factor from neglected modes: 56
\end{verbatim}
